# Strain Broadening of Donor Resonance in Germanium and the Cube-Axis Exception

**Question.** The electron spin resonance of shallow donors in germanium is broadened by small random strains, because strain redistributes the donor electron among the conduction valleys. Why does this happen for a general direction of the magnetic field, yet produce no first-order spread of $g$ when the field lies along a cube axis? How large are the two effects?

**Answer.**

### The mechanism

Germanium has four equivalent conduction valleys, with axes along the $\langle111\rangle$ directions. An electron in one valley has an anisotropic $g$ tensor: $g_\parallel$ along the valley axis and $g_\perp$ across it. Without strain, the ground state of a donor such as phosphorus is a symmetric combination of all four valleys, so the anisotropies average out and the resonance is isotropic.

Shear strain raises some valleys and lowers others. The electron shifts its weight toward the lower ones, the averaging becomes incomplete, and $g$ changes. Each donor sits in a slightly different strain and has its own $g$, so the ensemble shows a broadened line.

A field along a cube axis makes the same angle with all four valley axes. Each valley then contributes the same amount to the $g$ component along the field, and moving weight between them cannot change that component. What repopulation can still do is tilt the spin's quantization axis, and a small tilt changes the spin splitting only in second order.

### The model

Number the valleys $i=1,\dots,4$ and write their unit axes as

$$\mathbf n_i=\frac{1}{\sqrt3}(s_x,s_y,s_z),\qquad s_x,s_y,s_z=\pm1,\qquad s_xs_ys_z=+1 .$$

The condition on the product selects $[111]$, $[1\bar1\bar1]$, $[\bar11\bar1]$ and $[\bar1\bar11]$, one direction for each valley. Two sums over these valleys will be needed:

$$\sum_i s_xs_y=0,\qquad \sum_i (s_xs_y)^2=4,$$

and likewise for the other pairs of axes.

The $g$ tensor of one valley is

$$g_i=g_\perp\mathbb 1+\Delta g\,\mathbf n_i\mathbf n_i^{T},\qquad \Delta g=g_\parallel-g_\perp .$$

The donor core couples the valleys. By symmetry all pairs are coupled equally, so apart from a constant the coupling is $-(E_{vo}/4)J$, where $J$ is the $4\times4$ matrix with every element equal to one. Acting on the vector with equal amplitudes, $J$ gives 4; acting on any vector whose amplitudes sum to zero, it gives 0. The levels are therefore a singlet at $-E_{vo}$ and a triplet at $0$, and $E_{vo}$ is the singlet–triplet gap.

Four assumptions define the regime:

- the donors are isolated, and the strain is uniform over each one;
- the triplet is thermally empty;
- Zeeman matrix elements between different valleys are dropped;
- strain acts only by shifting the valley energies.

### From strain to valley populations

Let $\varepsilon_{ij}$ be the tensor strain, whose shear components are half the engineering shear angles. Apart from a shift common to all valleys, the energy of valley $i$ changes by $\Xi_u\,\mathbf n_i\!\cdot\!\varepsilon\!\cdot\!\mathbf n_i$, where $\Xi_u$ is the shear deformation potential. Since $s_x^2=s_y^2=s_z^2=1$,

$$\mathbf n_i\!\cdot\!\varepsilon\!\cdot\!\mathbf n_i=\tfrac13(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})+\tfrac23(s_xs_y\varepsilon_{xy}+s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx}).$$

The first bracket is the same for every valley and can be dropped. What distinguishes the valleys is

$$\delta E_i=\tfrac23\,\Xi_u\,(s_xs_y\varepsilon_{xy}+s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx}),\qquad \sum_i\delta E_i=0 .$$

Thus stretching or compressing the crystal along its cube axes repopulates nothing. Only shear does.

The unstrained singlet has amplitude $\tfrac12$ in each valley. Applying the perturbation to it gives a vector with components $\tfrac12\delta E_i$. These sum to zero, so the vector lies wholly in the triplet space, where every state is higher by $E_{vo}$. First-order perturbation theory subtracts this vector divided by the gap:

$$a_i=\frac12-\frac{\delta E_i}{2E_{vo}} .$$

Squaring and keeping the linear term gives the populations,

$$p_i=a_i^2\simeq\frac14-\frac{\delta E_i}{2E_{vo}} .$$

A raised valley loses weight, as it should. The expansion requires $\Xi_u|\varepsilon|\ll E_{vo}$. A large gap holds the valleys together and makes the donor stiff against strain.

### From populations to the $g$ tensor

In valley $i$ the Zeeman energy is $\tfrac12\mu_B\,\boldsymbol\sigma\cdot g_i\mathbf B$. Averaging over the orbital ground state gives $\tfrac12\mu_B\,\boldsymbol\sigma\cdot G\mathbf B$, with

$$G=\sum_i p_i\,g_i=g_\perp\mathbb 1+\Delta g\sum_i p_i\,\mathbf n_i\mathbf n_i^{T}.$$

Each diagonal element of $\mathbf n_i\mathbf n_i^T$ equals $\tfrac13$ in every valley. Because the populations sum to one,

$$G_{xx}=G_{yy}=G_{zz}=g_\perp+\frac{\Delta g}{3}=\frac{g_\parallel+2g_\perp}{3}\equiv g_0,$$

whatever the individual $p_i$ are. Repopulation acts only on the off-diagonal elements. For one of them,

$$G_{xy}=\frac{\Delta g}{3}\sum_i p_i\,s_xs_y .$$

The constant part $\tfrac14$ of $p_i$ drops out because $\sum_i s_xs_y=0$. The strain part gives

$$G_{xy}=-\frac{\Delta g}{3}\,\frac{1}{2E_{vo}}\,\frac{2\Xi_u}{3}\sum_i s_xs_y\,(s_xs_y\varepsilon_{xy}+s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx}).$$

In the sum, the first term yields $4\varepsilon_{xy}$. The second contains $s_xs_y\,s_ys_z=s_xs_z$, which sums to zero, and the third vanishes in the same way. Hence

$$G_{xy}=-\frac49\,\Delta g\,\frac{\Xi_u}{E_{vo}}\,\varepsilon_{xy},$$

and similarly for $yz$ and $zx$.

### From the $g$ tensor to the resonance

For a field $\mathbf B=B\mathbf b$ with $\mathbf b$ a unit vector, the two spin levels are separated by $\mu_BB\,|G\mathbf b|$, so the measured factor is $g=|G\mathbf b|$. Write $G=g_0\mathbb 1+\delta G$. Then

$$g^2=g_0^2+2g_0\,\mathbf b\!\cdot\!\delta G\!\cdot\!\mathbf b+|\delta G\,\mathbf b|^2 ,$$

and taking the square root to first order gives $\delta g=\mathbf b\cdot\delta G\cdot\mathbf b$. Each off-diagonal element appears twice in this product, which turns $\tfrac49$ into $\tfrac89$:

$$\boxed{\;\delta g=-\frac89\,\Delta g\,\frac{\Xi_u}{E_{vo}}\left(\varepsilon_{xy}b_xb_y+\varepsilon_{yz}b_yb_z+\varepsilon_{zx}b_zb_x\right)\;}$$

On a cube axis two components of $\mathbf b$ are zero, so every product vanishes and repopulation gives no first-order shift, whatever the strain.

For shear, symmetry gives the same conclusion independently of the valley model. A rotation by $90^\circ$ about $z$ combined with reflection in the $xy$ plane is a symmetry of the tetrahedral donor site. It reverses $\varepsilon_{xy}$ but leaves $G_{zz}$ unchanged, so $G_{zz}$ cannot contain a term linear in $\varepsilon_{xy}$. A $180^\circ$ rotation about $z$ reverses $\varepsilon_{yz}$ and $\varepsilon_{zx}$ and excludes them likewise. The intervalley Zeeman elements dropped above therefore cannot restore a first-order effect of shear on a cube axis. They are not excluded in second order: elements of order 0.1 would change the quadratic residue found below by a factor of a few and could allow shifts of either sign.

### From one donor to the line width

Suppose the three shear components vary from donor to donor independently, with zero mean and the same rms value $s$. The cross terms in $\langle\delta g^2\rangle$ average to zero, leaving

$$\delta g_{\rm rms}=\frac89\,|\Delta g|\,\frac{\Xi_u s}{E_{vo}}\,F(\mathbf b),\qquad F=\sqrt{b_x^2b_y^2+b_y^2b_z^2+b_z^2b_x^2}.$$

Since $b_x^2+b_y^2+b_z^2=1$, squaring this relation gives

$$F^2=\tfrac12\left(1-b_x^4-b_y^4-b_z^4\right).$$

This vanishes only when one component is $\pm1$, so the cube axes are the only directions free of first-order broadening under such random shear. It is largest when the three components are equal in size, which gives $F=1/\sqrt3$ along $\langle111\rangle$. If the strain is not random in this sense, other directions can escape too: a pure $\varepsilon_{xy}$, for example, gives no first-order shift whenever $b_x$ or $b_y$ is zero.

Suppose the frequency $\nu$ is held fixed and the field is swept. From $h\nu=g\mu_BB$, a donor with higher $g$ resonates at lower field:

$$\delta B=-\frac{B}{g_0}\,\delta g .$$

### What remains on the cube axis

For $\mathbf b=[001]$ the vector $G\mathbf b$ has components $(G_{xz},G_{yz},g_0)$. Its length is

$$g=\sqrt{g_0^2+G_{xz}^2+G_{yz}^2}\simeq g_0+\frac{G_{xz}^2+G_{yz}^2}{2g_0}.$$

The transverse elements are of first order in strain. They tilt the quantization axis by an angle of about $\sqrt{G_{xz}^2+G_{yz}^2}/g_0$, while the splitting changes only with the square of that angle. As long as $G_{zz}=g_0$, as in this model, the shift is never negative, so the line acquires a one-sided tail toward higher $g$.

Let $\kappa=\tfrac49|\Delta g|\,\Xi_u/E_{vo}$, so that $G_{xz}^2=\kappa^2\varepsilon_{zx}^2$. The mean of $\varepsilon_{zx}^2+\varepsilon_{yz}^2$ is $2s^2$. For Gaussian strains each square has variance $2s^4$, so the sum has variance $4s^4$ and standard deviation $2s^2$. Mean and standard deviation of the shift are therefore equal:

$$\langle\delta g\rangle=\sigma_g=\frac{\kappa^2s^2}{g_0}.$$

Strong strain can remove the protection. If shear puts the electron entirely into one valley, the field along $[001]$ has a component $1/\sqrt3$ along the valley axis and $\sqrt{2/3}$ across it, and

$$g=\sqrt{\frac{g_\parallel^2+2g_\perp^2}{3}} .$$

This is the root mean square of the three principal values, whereas $g_0$ is their plain mean, so the two differ unless $g_\parallel=g_\perp$.

### Numbers for a phosphorus-like donor

Take rough typical values for phosphorus in germanium: $g_\parallel=0.9$, $g_\perp=1.9$, $\Xi_u=16$ eV and $E_{vo}=2.8$ meV. The frequency is 9.4 GHz, the temperature 2 K, and the rms of each shear component is chosen as $s=10^{-6}$. Then $\Delta g=-1.0$, and

$$g_0=\frac{0.9+2(1.9)}{3}=1.567,\qquad B=\frac{h\nu}{g_0\mu_B}=428.7\ \text{mT}.$$

Start with a single shear $\varepsilon_{xy}=10^{-6}$. The valleys move by $\tfrac23(16\ \text{eV})(10^{-6})=10.7\ \mu$eV, up for $[111]$ and $[\bar1\bar11]$ and down for the other two. The population change is

$$\frac{10.7\ \mu\text{eV}}{2\times2800\ \mu\text{eV}}=0.0019 .$$

Diagonalizing the valley Hamiltonian gives populations 0.2481 in the raised valleys and 0.2519 in the lowered ones, in agreement. Less than one percent of each valley's weight has moved, but $\Delta g$ is so large that this matters.

For random shear, $\Xi_us/E_{vo}=0.00571$. Along $[111]$,

$$\delta g_{\rm rms}=\frac89(1.0)(0.00571)(0.577)=2.93\times10^{-3},$$

$$\delta B_{\rm rms}=\frac{428.7\ \text{mT}}{1.567}\,(2.93\times10^{-3})=0.80\ \text{mT}.$$

A Gaussian line of this rms width has a full width at half maximum of 1.9 mT. Along $[110]$ and $[112]$, $F=\tfrac12$ in both cases, and the rms width is 0.69 mT.

On $[001]$, $\kappa s=2.54\times10^{-3}$, so

$$\sigma_g=\frac{(2.54\times10^{-3})^2}{1.567}=4.1\times10^{-6},$$

or $1.1\ \mu$T in field. The repopulation width is about 700 times smaller than along $[111]$.

These formulas were tested against diagonalization of the full Hamiltonian of four valleys and two spin states for 12,000 random Gaussian strains, at a field of 0.01 T (the widths in $g$ are the same at 428.7 mT). It gave rms shifts of $2.93\times10^{-3}$ on $[111]$ and $2.54\times10^{-3}$ on $[110]$, and a standard deviation of $4.1\times10^{-6}$ on $[001]$. For one fixed strain of this size, doubling the strain multiplied the shift by 1.98 on $[111]$ and by 3.94 on $[001]$, close to the 2 and 4 expected of linear and quadratic laws.

In the one-valley limit the formula gives $g=1.636$ on $[001]$, against 1.567 without strain. Diagonalization with all three shears set to $-10^{-2}$ also gives 1.636. That strain serves to reach the limit and is not a realistic operating condition.

### How well must the field be aligned?

Tilt the field from $[001]$ toward $[100]$ by an angle $\theta$. Then $\mathbf b=(\sin\theta,0,\cos\theta)$ and $F=\sin\theta\cos\theta\simeq\theta$, so the first-order width returns linearly with the tilt. At $1^\circ$, $F=0.0174$ and $\delta g_{\rm rms}=8.9\times10^{-5}$, or 0.024 mT. This is only 3% of the $[111]$ width, but more than 20 times the quadratic residue.

The two contributions are equal when $2\kappa s\,\theta=\kappa^2s^2/g_0$, that is, at

$$\theta=\frac{\kappa s}{2g_0}=\frac{2.54\times10^{-3}}{2\times1.567}\approx8\times10^{-4}\ \text{rad},$$

about $0.05^\circ$. For this strain, ordinary misalignment hides the quadratic residue.

### Why the valley directions matter

Cubic symmetry alone does not protect a cube-axis field. Keep the same $g_\parallel$, $g_\perp$, $\Xi_u$ and $E_{vo}$, but place six equally coupled valleys along the cube axes. A strain $\varepsilon_{zz}$ now shifts the two $z$ valleys, relative to the mean of all six, by

$$\delta E_z=\Xi_u\varepsilon_{zz}\left(1-\tfrac13\right)=\tfrac23\,\Xi_u\varepsilon_{zz}.$$

The unperturbed amplitudes are $1/\sqrt6$, and the perturbation argument used above gives $p_z=\tfrac16(1-2\delta E_z/E_{vo})$. With the field on $[001]$, only the two $z$ valleys contribute their $\Delta g$, so

$$\delta g=2\,\Delta g\left(-\frac{\delta E_z}{3E_{vo}}\right)=-\frac49\,\Delta g\,\frac{\Xi_u\varepsilon_{zz}}{E_{vo}} .$$

For $\varepsilon_{zz}=10^{-6}$ this is $2.54\times10^{-3}$, and diagonalization gives $2.53\times10^{-3}$. A first-order shift appears because the field no longer makes equal angles with all the valleys.

### What a real crystal adds

The material parameters above are typical of phosphorus in germanium, but the strain is an assumed scale. Real strain depends on dislocations, impurities and mounting, and need not be Gaussian or equal in its three shear components. While $\Xi_us\ll E_{vo}$, the general-direction width scales as $s$ and the cube-axis residue as $s^2$. Ten times more strain would give about 8 mT rms on $[111]$ and 0.1 mT on $[001]$.

On the cube axis, the neglected effects are comparable with the repopulation residue or larger:

- **Strain inside each valley.** Strain also alters $g_i$ itself. The symmetry argument excludes a linear effect of shear on $G_{zz}$, but not one of $\varepsilon_{xx}$, $\varepsilon_{yy}$ or $\varepsilon_{zz}$. The anisotropy of $g_i$ comes mainly from valence states about 2 eV below the conduction edge. Taking the relative change of $\Delta g$ as a 10 eV band deformation potential times $s$, divided by this gap, gives $\delta g\sim5\times10^{-6}$, or about $1\ \mu$T, similar to the quadratic residue. This is an order of magnitude only. The larger value in the output, $5\times10^{-5}$, divides by the 0.2 eV spin–orbit splitting of those valence states instead, and is an overestimate.
- **Nuclear fields.** Germanium-73 nuclei at random sites and in random spin states give an rms field of 0.06 mT if the donor envelope is smooth and isotropic with radius 4.5 nm and the electron density at the nucleus is 500 times the local average. This is a low estimate, for two reasons. Interference between the valleys makes the density uneven from atom to atom and raises the field by a factor of about 1.5. The conduction state at L is also strongly $s$-like, and an orthogonalized-plane-wave estimate puts the enhancement near 1200 or above. Together these give 0.2–0.3 mT rms, some 200 times the quadratic residue and a quarter to a third of the strain width on $[111]$. Measured cube-axis lines in natural germanium are about 1 mT wide.

So a cube-axis line should not be expected to be as narrow as $1\ \mu$T. In natural germanium its width is set mainly by the nuclei; misalignment of a degree or so matters only in crystals depleted of germanium-73.

The phosphorus nucleus, which has spin ½, is also left out. Its hyperfine field splits the resonance into two lines, and the widths given here apply to each line separately.

Two further neglected effects move the line without broadening it, because they are the same for every donor. The field's diamagnetic energy differs between valleys for a general direction, by roughly $4\ \mu$eV at most here, and shifts $g$ on $[111]$ by at most about $5\times10^{-4}$. On $[001]$ it is equal in all valleys and repopulates nothing. Zeeman mixing with the triplet shifts $g$ on $[001]$ by $-1.4\times10^{-5}$. The thermal triplet fraction at 2 K is $3\times10^{-7}$, so the assumption of an empty triplet is safe. It would fail for a donor whose gap is comparable with $k_BT$.

The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
INPUTS (rough, phosphorus-like donor in Ge)
g_par, g_perp = 0.90, 1.90; Dg = -1.00
Xi_u = 16.0 eV; E_vo = 2.80 meV
rms of each shear strain = 1.0e-06
frequency = 9.40 GHz; temperature = 2.0 K
UNSTRAINED DONOR
g0 = 1.5667; resonance field = 428.69 mT
ONE SHEAR e_xy EQUAL TO THE RMS VALUE
valley shift magnitude = 10.67 micro-eV
populations, valleys [111] [1-1-1] [-11-1] [-1-11]:
  0.24810  0.25190  0.25190  0.24810
population change, formula = 0.00190
Xi_u*s/E_vo = 0.00571
off-diagonal G_xy, formula = 2.540e-03
RANDOM SHEAR: direction, geometry factor, rms dg formula,
  rms dg diagonalized, rms dB (mT), Gaussian FWHM (mT)
1 deg off [001]  0.0174 8.863e-05 8.859e-05 0.0243 0.0571
[110]            0.5000 2.540e-03 2.540e-03 0.6949 1.6364
[112]            0.5000 2.540e-03 2.540e-03 0.6949 1.6364
[111]            0.5774 2.933e-03 2.926e-03 0.8024 1.8896
CUBE AXIS [001], QUADRATIC RESIDUE
std dg: formula 4.117e-06, diagonalized 4.081e-06
mean dg, diagonalized = 4.114e-06
std dB, formula = 1.127 microtesla
[111] rms dg / [001] std dg = 712
dg ratio on doubling strain: [111] 1.980, [001] 3.937
LIMIT AND CONTRAST
[001] g, one valley filled: formula 1.6361, diagonalized 1.6361
cube-axis valleys, e_zz = s, B on [001]: dg = 2.532e-03
  same, formula = 2.540e-03
FIELD SHIFT ON [111], ALL THREE SHEARS = s
solved -1.3696 mT; formula -1.3899 mT
NEGLECTED EFFECTS
thermal triplet fraction = 2.6e-07
nonlinear Zeeman dg: [001] -1.4e-05, [111] -5.5e-06
diamagnetic valley shift (rough) = 4.1 micro-eV
  uniform dg on [111] from it (rough) = 5e-04
one-valley strain dg (order of magnitude) = 5e-05
  as a field = 0.014 mT
Ge-73 nuclear rms field (rough) = 0.06 mT
  inputs: contact enhancement 500, radius 4.5 nm
```
